Racah's factorisation lemma and the parentage coefficients of the f shell

**Q.** A coupling coefficient of a large group G depends on every label of three states. Why should it split into factors when the states are labelled by a subgroup H?

**A.** Because the H content of the coefficient is fixed by H alone. Let G be compact, with unitary irreps Γ in bases |Γ a γ m>. Here γ is an irrep of H, m its row, and a separates repeated γ within Γ. All copies of γ are taken with the same matrices D^γ(h). The claim is

<Γ₁a₁γ₁m₁; Γ₂a₂γ₂m₂ | rΓaγm>
 = Σ_ρ (Γ₁a₁γ₁; Γ₂a₂γ₂ || rΓaγ)_ρ <γ₁m₁; γ₂m₂ | ργm>.

The label r separates repeated Γ in Γ₁⊗Γ₂, and ρ separates repeated γ in γ₁⊗γ₂. The first factor, the isoscalar factor, contains no m.

**Q.** Prove it. Where does the m dependence go?

**A.** Fix a₁γ₁ and a₂γ₂. The vectors |Γ₁a₁γ₁m₁>|Γ₂a₂γ₂m₂> span a subspace that H maps into itself. By unitarity H also preserves its orthogonal complement, so the projector P onto the subspace commutes with every h. Put |w_m> = P|rΓaγm>. Then

h|w_m> = P h|rΓaγm> = Σ_n D^γ_nm(h) |w_n>.

Expand |w_m> in the H-coupled basis |ργ′m′> of the subspace, with X_m′m = <ργ′m′|w_m>. Taking the m′ component of the last equation gives

D^γ′(h) X = X D^γ(h) for all h.

Schur's lemma leaves two possibilities. If γ′ ≠ γ, X = 0. If γ′ = γ, X is a number x_ρ times the unit matrix. Hence |w_m> = Σ_ρ x_ρ |ργm>, with x_ρ independent of m. The overlap with |γ₁m₁>|γ₂m₂> is the stated formula, with x_ρ as the isoscalar factor.

**Q.** Which groups do you want for f electrons?

**A.** The chain SO(7) ⊃ G2 ⊃ SO(3), with irreps W = (w₁w₂w₃), U = (u₁u₂) and L, next to the spin group SU(2). On one f orbital take the unit tensors v^k_q, whose matrix elements are proportional to

(−1)^(3−m) (3 k 3; −m q m′), a 3j symbol.

Exchanging the outer columns of the symbol gives (−1)^(6+k), which is −1 for odd k. The odd tensors therefore preserve the symmetric form Σ_m (−1)^m x_m y_−m. There are 3 + 7 + 11 = 21 of them for k = 1, 3, 5, the dimension of SO(7), so they generate it. The k = 1 tensor is proportional to the angular momentum and generates SO(3).

**Q.** And G2? Dropping k = 3 need not leave a closed algebra.

**A.** The commutator of v¹ with v⁵ gives v⁵, because v¹ is a rotation. The commutator of two v⁵ lies in SO(7), so it could contain k = 1, 3, 5. Recoupling gives its k = 3 part a factor {5 5 3; 3 3 3}, a 6j symbol. Racah's sum for that symbol has two terms, t = 13 and t = 14:

−14!/(0! 2! 2! 4! 3! 1! 1!) + 15!/(1! 3! 3! 5! 2! 0! 0!)
 = −14!/576 + 15·14!/8640 = 0.

So v¹ and v⁵ close, with 3 + 11 = 14 generators. The generators commuting with L_z have q = 0, and there are two of them, so the rank is 2. A compact algebra of rank 2 and dimension 14 is G2, since the other rank-2 cases have dimension 2, 4, 6, 8 or 10.

**Q.** Your lemma still has a sum over ρ. What removes it?

**A.** The added electron does. Its orbital space V is (100) of SO(7), (10) of G2 and L = 3 of SO(3). L_z belongs to a Cartan algebra of each group and has seven different eigenvalues on V, so every weight of V is simple. That bounds the multiplicities in a product Λ̄⊗V.

Let Ψ be a highest-weight vector of weight Λ in Λ̄⊗V, and let |h> be the highest vector of Λ̄. Contract Ψ with <h| to get x, a vector of V with weight Λ − Λ̄. For any raising operator E, (E⊗1 + 1⊗E)Ψ = 0, so

<h|E Ψ = −E x.

Repeating this, x fixes the contraction of Ψ with every bra <h|E E′…. These bras span the dual of Λ̄, because their adjoints are lowering operators applied to |h>. Thus x determines Ψ. Since x lies in a one-dimensional weight space, Λ occurs at most once.

**Q.** So apply the lemma.

**A.** Apply it to SO(7) ⊃ G2, then to G2 ⊃ SO(3):

<W̄ŪL̄M̄; 3m | WULM> = A(W̄Ū;WU) B(ŪL̄;UL) <L̄M̄; 3m | LM>.

Bars mark the parent. If L is repeated within U, a label τ accompanies it in B. If U were repeated within W, A would need a similar label. No repetition of either kind occurs for W = (000), (100), (110), (111), (200), (210), (211), which cover the numerical cases below.

The norm of the coupled state is 1, and Σ_M̄m <L̄M̄;3m|LM>² = 1. The same reasoning at the G2 level gives

Σ_L̄ B(ŪL̄;UL)² = 1, Σ_Ū A(W̄Ū;WU)² = 1.

Orthogonality of coupled states with different W also gives

Σ_Ū A(W̄Ū;WU) A(W̄Ū;W′U) = 0 for W ≠ W′.

**Q.** That is a coupling coefficient for a distinguishable electron. A parentage coefficient knows about antisymmetry.

**A.** Antisymmetry enters through one more factor. The parentage coefficient, cfp, is defined by

Ψ(1…N) = Σ cfp · [Ψ̄(1…N−1) φ(N)]^(SL),

where the bracket denotes spin and orbital coupling. Its square is the probability that, with one electron singled out, the other N − 1 are in the named parent term.

Project Ψ onto one parent irrep (v̄S̄W̄) times the orbital. The projector commutes with SU(2) × SO(7), and W occurs at most once in W̄⊗(100). The Schur argument therefore gives a number F times the coupled vector. Inserting the previous factorisation,

(f^(N−1) v̄S̄W̄ŪL̄; f |} f^N vSWUL)
 = F(v̄S̄;vS) A(W̄Ū;WU) B(ŪL̄;UL).

F does not depend on U or L, and the sum of F² over parents is 1.

**Q.** You labelled F by seniority v and spin S, not by W. Is W fixed by them?

**A.** Yes. Define quasispin by

Q₊ = Σ_m (−1)^m a†_m↑ a†_−m↓, Q₋ = (Q₊)†, Q₀ = (N − 7)/2.

Each of the seven terms of Q₊ fills an empty pair of orbitals m↑, −m↓ and gives zero if the pair already holds one or two electrons. The empty and full pair thus act as the two states of a spin ½, and a singly occupied pair acts as a spin 0, so these operators obey the angular-momentum algebra. Q₊ creates a pair that is a spin singlet and an O(7) scalar. Seniority v is the electron number at which Q₋ gives zero. There Q₀ = −Q, so

Q = (7 − v)/2, M_Q = (N − 7)/2.

The operators a†_mσ and a_mσ are four O(7) vectors, and their polynomials are all the operators on the shell. By the first fundamental theorem for O(7), the invariant ones are polynomials in pair contractions. Apart from constants there are six contractions: the three components of spin and the three of quasispin. Hence the commutant of O(7) is generated by S and Q. The double-commutant theorem pairs each O(7) irrep with one (Q,S), so at given N a pair (v,S) labels one irrep.

To find W, put N = v. Fill a = v/2 + S spin-up orbitals from m = 3 downwards and b = v/2 − S spin-down orbitals likewise. Since a + b ≤ 7, no m↑, −m↓ pair is present and Q₋ gives zero. Raising operators and S₊ also give zero. For a ≤ 3 the weight has b twos and a − b ones. For a > 3 the orbitals m = −1, −2, −3 cancel earlier weights, and a is replaced by 7 − a. Thus (v,S) = (2,1) and (5,5/2) both give W = (110). They are different O(7) irreps with the same SO(7) content, so they share A and B, and their relative sign can be put in F.

**Q.** F is still an unknown number. Can it be derived without building states?

**A.** Its square can. Start with the total weight p± of parents with spin S̄ = S ± ½. In an antisymmetric state each electron has the same mean of s_i·S, so <s_N·S> = S(S+1)/N. With S̄ = S − s_N as vectors,

<S̄²> = S(S+1) + 3/4 − 2S(S+1)/N.

The weights give, using p₋ = 1 − p₊,

<S̄²> = p₋(S−½)(S+½) + p₊(S+½)(S+3/2)
 = S² − ¼ + (2S+1)p₊.

Equating the two expressions gives (2S+1)p₊ = (S+1) − 2S(S+1)/N, hence

p₊ = (S+1)(N−2S)/[N(2S+1)],
p₋ = S(N+2S+2)/[N(2S+1)].

**Q.** That does not separate the parent seniorities.

**A.** Quasispin does. Expanding an antisymmetric state gives <Ψ|a†|Ψ̄> = √N · cfp · (spin and orbital Clebsch–Gordan coefficients), up to a common sign. The operator a† commutes with Q₊ and raises Q₀ by ½, so it is the upper component of a quasispin doublet. Therefore Q̄ = Q ± ½, which means v̄ = v ∓ 1, and the N dependence of NF² is the squared coefficient <Q̄, M_Q−½; ½, ½ | Q M_Q>².

For v̄ = v − 1 we have Q̄ = Q + ½, and the standard spin-½ coefficient squared is

(Q + 1 − M_Q)/(2Q + 2) = (16 − v − N)/[2(9 − v)].

At N = v a parent has at most v − 1 electrons outside pairs, so v̄ = v + 1 is absent and F² equals p± evaluated at N = v. Scaling from N = v to N multiplies this by

(v/N)(16 − v − N)/(16 − 2v).

Write D = 2N(8−v)(2S+1). For v̄ = v − 1,

F² = (16−v−N) S(v+2S+2)/D, S̄ = S − ½,
F² = (16−v−N) (S+1)(v−2S)/D, S̄ = S + ½.

For v̄ = v + 1 subtract these from p±. With s = 2S + 2, the case S̄ = S − ½ needs

(16−2v)(N+s) − (16−v−N)(v+s)
 = 16(N−v) − v(N−v) + s(N−v)
 = (N−v)(16−v+s).

The case S̄ = S + ½ is the same algebra with s = −2S. Thus for v̄ = v + 1,

F² = (N−v) S(18−v+2S)/D, S̄ = S − ½,
F² = (N−v) (S+1)(16−v−2S)/D, S̄ = S + ½.

**Q.** Check a limit before giving me a table.

**A.** Take a closed shell: N = 14, v = 0, S = 0. The possible parent has v̄ = 1 and S̄ = ½. Here D = 2·14·8 = 224, and F² = 14·1·16/224 = 1, as it must be when removing an electron leaves a single hole. At the other end, N = v makes both v̄ = v + 1 factors vanish: there is no coupled pair to break.

An intermediate case is f⁵ with v = 3 and S = 3/2, where D = 2·5·5·4 = 200:

v̄ = 2, S̄ = 1: 8·12/200 = 0.48,
v̄ = 4, S̄ = 1: 2·27/200 = 0.27,
v̄ = 4, S̄ = 2: 2·25/200 = 0.25.

They sum to 1. The fourth candidate, v̄ = 2 with S̄ = 2, has the factor v − 2S = 0. More than half of the weight, 0.52, lies in parents of higher seniority.

**Q.** Now a full coefficient, with its signs.

**A.** Take the f³ doublet G with W = (210) and U = (20). It has v = 3 and S = ½, so triplet and singlet parents have F² = ½ each. For the parent ³H, with W̄ = (110) and Ū = (11), the three factors are

F = −0.7071, A = −0.4714, B = +0.8144,
F·A·B = (+0.3333)(0.8144) = +0.2715.

The coefficient computed directly from Slater determinants is also +0.2715, and its square is 0.0737. The six parents are:

³F (110)(10): cfp −0.6236, square 0.3889
³P (110)(11): cfp −0.1934, square 0.0374
³H (110)(11): cfp +0.2715, square 0.0737
¹D (200)(20): cfp −0.4325, square 0.1871
¹G (200)(20): cfp −0.3405, square 0.1160
¹I (200)(20): cfp −0.4438, square 0.1970

The triplet squares add to 0.5000. The singlet squares do too, apart from rounding in the fourth digit. These numbers are dimensionless.

**Q.** Why does ³F take so much of the triplet half?

**A.** The share is decided at the SO(7)–G2 level. The (110) parent contains Ū = (10) and (11), with A² = 0.8819² = 0.7778 and 0.4714² = 0.2222. The irrep (10) contains one term, F, so |B| = 1 and ³F receives 0.5 × 0.7778 = 0.3889. The irrep (11) contains P and H, which divide the remaining 0.5 × 0.2222 = 0.1111 in the ratio 0.5803² : 0.8144², or 0.3367 : 0.6633. For the singlets W̄ = (200) contains just U = (20), so |A| = 1 and the division is made by B.

**Q.** Are the signs physical?

**A.** Individual signs are not. Reversing a state reverses its coefficients, and reversing a G2-coupled irrep moves a sign between A and B. What is meaningful is the relative sign once each irrep W has one fixed set of generator matrices. I fix these phases by requiring chosen matrix elements of V⁵ within U, and of V³ between different U, to be positive, where V^k is v^k summed over electrons. The remaining overall signs are taken into A, B and F.

The orthogonality relation shows that the signs matter. For U = (20), the factors from Ū = (10) and (11) are (−0.4714, +0.8819) when W = (111), and (−0.8819, −0.4714) when W = (210). Their scalar product is 0.4157 − 0.4157 = 0. With the sign of one entry changed it would not vanish.

**Q.** A product can be fitted to any one number. Show me that the factors are reusable.

**A.** Use the same two irreps in different shells. Take the parent H in (110)(11) and the daughter G in (111)(20). The shared orbital factor is

A·B = (+0.8819)(+0.8144) = +0.7182.

In f³ this connects ³H to ⁴G. There F² = 1 and the direct cfp is −0.7182, so F = −1. In f⁶ it connects a sextet H of f⁵ with v̄ = 5 to a quintet G with v = 4. Now D = 2·6·4·5 = 240, and

F² = 2·3·8/240 = 0.20,
|cfp| = √0.20 × 0.7182 = 0.3212.

The direct value is −0.3212. The squared ratio of the two coefficients is 0.20, which is just the ratio of the two F². The electron number, the spins and the seniorities all differ, and they change F alone; the orbital factor A·B is reused unchanged.

**Q.** How far has this been tested beyond selected rows?

**A.** A was obtained by decomposing SO(7) products and B by decomposing G2 products. The tests then covered 5094 magnetic components of the lemma. Direct coefficients for all f³ terms, the f⁵ quartets and the f⁶ quintets were compared with F·A·B, 1179 in number including zeros. The largest absolute difference was 2.4 × 10⁻¹⁴, at the level of rounding error. The comparison includes signs: for each pair of spin–SO(7) irreps one sign of F was read from the direct coefficients and had to serve for every U, L, Ū and L̄. The seniority labels were tested through the pair operator Q₊Q₋, whose eigenvalue is (N−v)(16−N−v)/4. The numerical output lists the squared seniority factors and these deviations.

**Q.** Where does the factorisation stop being useful?

**A.** The lemma holds for any compact G ⊃ H, but a single product needs the sum over ρ to have one term. If the added object had repeated weights, my bound would permit more than one term. A general coupling then has to keep the sum.

The f-shell formula also refers to states with definite v, S, W, U and L. The Coulomb repulsion between the electrons conserves S and L but can mix v, W and U. It gives eigenstates

Ψ = Σ_i c_i Ψ_i,

where all Ψ_i have the same S and L. Their parentage coefficients for unmixed parents are the same linear combinations of the factorised ones. If the parents are mixed too, their own mixing coefficients enter as well. Such a sum is generally not a single product.

Spin–orbit coupling mixes S and L as well. Components that differ in S or L multiply different coupled vectors [Ψ̄φ]^(SL), so their coefficients must not be added. Components with the same S and L still share a coupled vector, and their products c_i · cfp are added as before. In f², for example, a state with J = 4 mixes ³H, ³F and ¹G. Each has a cfp of magnitude 1 from the only parent, ²F, and the total parent weight is Σ_i |c_i|² = 1, not |Σ_i c_i|². The factors then serve as the basis from which the physical coefficient is assembled, while the c_i must come from diagonalising the Hamiltonian.

Numbers as computed

```
All values are dimensionless
largest V3 part of [V5,V5]: 1.7e-16
magnetic components tested against the lemma: 5094
direct cfps compared with F*A*B (zeros included): 1179
largest |direct - F*A*B|: 2.4e-14
largest error of sum of cfp^2: 1.4e-14
largest error of pair-operator eigenvalue: 8.0e-15
Squared seniority factors: N, daughter v S W; parent v S W; direct, closed
N=3 v=1 S=0.5 (100); v=0 S=0.0 (000); 0.285714 0.285714
N=3 v=1 S=0.5 (100); v=2 S=0.0 (200); 0.214286 0.214286
N=3 v=1 S=0.5 (100); v=2 S=1.0 (110); 0.500000 0.500000
N=3 v=3 S=0.5 (210); v=2 S=0.0 (200); 0.500000 0.500000
N=3 v=3 S=0.5 (210); v=2 S=1.0 (110); 0.500000 0.500000
N=3 v=3 S=1.5 (111); v=2 S=1.0 (110); 1.000000 1.000000
N=5 v=3 S=1.5 (111); v=2 S=1.0 (110); 0.480000 0.480000
N=5 v=3 S=1.5 (111); v=4 S=1.0 (211); 0.270000 0.270000
N=5 v=3 S=1.5 (111); v=4 S=2.0 (111); 0.250000 0.250000
N=5 v=5 S=1.5 (211); v=4 S=1.0 (211); 0.750000 0.750000
N=5 v=5 S=1.5 (211); v=4 S=2.0 (111); 0.250000 0.250000
N=6 v=4 S=2.0 (111); v=3 S=1.5 (111); 0.500000 0.500000
N=6 v=4 S=2.0 (111); v=5 S=1.5 (211); 0.300000 0.300000
N=6 v=4 S=2.0 (111); v=5 S=2.5 (110); 0.200000 0.200000
N=6 v=6 S=2.0 (210); v=5 S=1.5 (211); 0.800000 0.800000
N=6 v=6 S=2.0 (210); v=5 S=2.5 (110); 0.200000 0.200000
SO(7)-G2 factors A for (110) -> (111): parent U, daughter U, A
(10) -> (00): -1.000000
(10) -> (10): -0.816497
(10) -> (20): -0.471405
(11) -> (10): -0.577350
(11) -> (20): +0.881917
f^3 doublet G, W=(210), U=(20): parent; F, A, B; F*A*B, direct, square
3F (110)(10); -0.707107 -0.881917 -1.000000; -0.623610 -0.623610 0.388889
3P (110)(11); -0.707107 -0.471405 -0.580288; -0.193429 -0.193429 0.037415
3H (110)(11); -0.707107 -0.471405 +0.814411; +0.271470 +0.271470 0.073696
1D (200)(20); -0.707107 +1.000000 +0.611678; -0.432521 -0.432521 0.187075
1G (200)(20); -0.707107 +1.000000 +0.481571; -0.340522 -0.340522 0.115955
1I (200)(20); -0.707107 +1.000000 +0.627646; -0.443813 -0.443813 0.196970
sum of squares: 1.000000
A*B for (110)(11)H -> (111)(20)G: +0.718243
cfp f^3 quartet G from f^2 triplet H: -0.718243
cfp f^6 quintet G (v=4) from f^5 sextet H: -0.321208
squared ratio f^6/f^3: 0.200000
```
